# Microtrench Position from Specular Ion Reflection off a Sloped Trench Sidewall

**Q.** One explanation of microtrenches, the narrow grooves etched beside the foot of a sidewall, is that ions glance off the wall and collect in the corner. I doubt that a flat wall can collect anything. What is the model?

**A.** Take a long trench with a flat floor of width $w$ and straight sidewalls of height $H$. Put the origin at the foot of the left wall, with $x$ running along the floor and $z$ upward. The wall leans back from the vertical by $\alpha$, so its points are

$$x_{\rm wall}(z)=-z\tan\alpha ,\qquad 0<z<H .$$

Positive $\alpha$ means a trench wider at the top; negative $\alpha$ means an undercut wall. Ions fly straight. A fraction $R$ of those striking a wall reflects specularly, with $R$ constant and $0<R\le1$; the rest is lost. Charging and diffuse scattering are left out. The walls do not vary along the trench, so reflection leaves that velocity component unchanged, and all angles can be measured in the cross-section.

What follows is the ion flux on the initially flat floor. If the local etch rate is proportional to this flux, a flux maximum marks where a microtrench starts. The later motion of the surface is a separate problem.

**Q.** Then start with one ion. Where does it land?

**A.** Let it approach the left wall at angle $\theta$ from the vertical, positive toward the wall. Its unit velocity and the wall normal pointing into the trench are

$$\mathbf v=(-\sin\theta,-\cos\theta),\qquad \mathbf n=(\cos\alpha,\sin\alpha).$$

Their product is $\mathbf v\cdot\mathbf n=-\sin(\theta+\alpha)$, so the ion strikes the wall if $\theta+\alpha>0$, and $\theta+\alpha$ is its grazing angle. Specular reflection reverses the normal component:

$$\mathbf v'=\mathbf v-2(\mathbf v\cdot\mathbf n)\mathbf n=\mathbf v+2\sin(\theta+\alpha)\,\mathbf n .$$

The product formulas for sines and cosines give

$$2\sin(\theta+\alpha)\cos\alpha=\sin(\theta+2\alpha)+\sin\theta,$$
$$2\sin(\theta+\alpha)\sin\alpha=\cos\theta-\cos(\theta+2\alpha).$$

The terms in $\theta$ alone cancel against $\mathbf v$, leaving

$$\mathbf v'=\big(\sin(\theta+2\alpha),\,-\cos(\theta+2\alpha)\big).$$

The ion now moves away from the wall at angle $\theta+2\alpha$ from the vertical. If it left the wall at height $h$, it started at $-h\tan\alpha$ and travels sideways by $h\tan(\theta+2\alpha)$ while falling. Hence

$$x=h\,[\tan(\theta+2\alpha)-\tan\alpha],$$

provided $\theta+2\alpha<90^\circ$ and the opposite wall is not met first.

**Q.** For vertical ions I set $\theta=0$. Which sidewall angle sends them into the corner?

**A.** None does, apart from ions striking the very foot of the wall. With $\theta=0$,

$$\tan2\alpha-\tan\alpha=\frac{\sin2\alpha\cos\alpha-\cos2\alpha\sin\alpha}{\cos2\alpha\cos\alpha}=\frac{\tan\alpha}{\cos2\alpha}\equiv g(\alpha),$$

because the numerator is $\sin(2\alpha-\alpha)$. So $x=h\,g(\alpha)$, which is positive for $0<\alpha<45^\circ$ and $h>0$. At $45^\circ$ the reflected ion travels horizontally; for a still shallower slope it travels upward.

Nor is there a focus. A strip of wall of height $dh$ intercepts the vertical flux falling on its horizontal projection $\tan\alpha\,dh$. The reflected part spreads over $dx=g\,dh$. Relative to the incident flux, the excess is

$$R\,\frac{\tan\alpha\,dh}{g\,dh}=R\cos2\alpha ,\qquad 0<x<Hg(\alpha).$$

This is a uniform band starting at the corner. Your doubt is justified: a straight wall and a parallel vertical beam produce a step in flux.

**Q.** One could still ask that every reflected ion land near the corner, say within a distance $\delta$.

**A.** That has a definite answer. The band must be no wider than $\delta$, so $g(\alpha)\le\delta/H$. Between $0$ and $45^\circ$, $\tan\alpha$ rises and $\cos2\alpha$ falls, so $g$ rises and there is one limiting angle. With $t=\tan\alpha$ and $\cos2\alpha=(1-t^2)/(1+t^2)$, it satisfies

$$t(1+t^2)=\frac{\delta}{H}(1-t^2).$$

Setting $\delta=w$ gives the taper at which ions from the top of one wall reach the opposite corner. For larger tapers below $45^\circ$, the ions reflected highest up strike the opposite wall first; above $45^\circ$ they travel upward and leave the trench.

Take round model values $H=500$ nm and $w=250$ nm; nanometres are the natural unit here. All reflected vertical ions land within 25 nm of the near corner if $0<\alpha\le2.85^\circ$. The opposite corner is reached at $20.6^\circ$. At $\alpha=2^\circ$ an ion reflected at $h=250$ nm lands 8.75 nm from the foot, and the whole band is twice as wide, 17.5 nm, since $x$ is proportional to $h$.

**Q.** A band is not a groove with a position. What supplies the maximum?

**A.** The angular spread of the ions, together with the shadow of the wall. Define $I(\theta)$ as the ion flux per unit angle through an area perpendicular to the ray. A horizontal surface receives $I(\theta)\cos\theta\,d\theta$. Let $I$ be even in $\theta$, vanish beyond $\pm90^\circ$, and be normalized to unit flux on an open horizontal surface:

$$\int_{-\pi/2}^{\pi/2}I(\theta)\cos\theta\,d\theta=1 .$$

Consider a floor point $x$ and ions arriving there at angle $\phi$, positive when they move away from the left wall. Traced backward, such a ray passes through $(x-z\tan\phi,\,z)$. It meets the wall line when

$$x-z\tan\phi=-z\tan\alpha\quad\Rightarrow\quad z=\frac{x}{\tan\phi-\tan\alpha}.$$

The wall really exists there if $0<z<H$, that is, if $\phi>\phi_s$, where

$$\tan\phi_s(x)=\tan\alpha+\frac{x}{H}.$$

These directions are shadowed, so the direct flux $\int_{\phi_s}^{\pi/2}I(\phi)\cos\phi\,d\phi$ is lost.

**Q.** And the reflected ions must then be added by summing over all wall heights?

**A.** There is a shorter way. In every shadowed direction the floor point looks at the wall, which acts as a mirror. An ion arriving at $\phi$ had the original angle $\theta=\phi-2\alpha$. A plane mirror changes neither the perpendicular width of a narrow beam nor its angular interval, since $d\phi=d\theta$. The reflected intensity is therefore $R\,I(\phi-2\alpha)$, and the net relative change caused by one wall is

$$N(x)=\int_{\phi_s(x)}^{\pi/2}\cos\phi\,\big[R\,I(\phi-2\alpha)-I(\phi)\big]\,d\phi .$$

The same directions appear in the gain and the loss. The question at each angle is whether the mirror image is brighter than the piece of sky it hides.

The right wall acts in the same way on rays from the other side. As long as neither wall obstructs the rays used for the other, the floor flux is $1+N(x)+N(w-x)$.

**Q.** Does this reproduce the uniform band?

**A.** Let the beam become narrow around $\theta=0$. For $\alpha>0$ the lower limit satisfies $\phi_s\ge\alpha>0$, so no vertical ions are shadowed. The reflected beam arrives at $\phi=2\alpha$ and contributes $R\cos2\alpha$ if $\phi_s<2\alpha$. That condition reads $x<H(\tan2\alpha-\tan\alpha)=Hg$, which is the earlier result.

A second check is ion conservation at $R=1$. For fixed $\phi$, the integrand contributes for $0<x<H(\tan\phi-\tan\alpha)$. Exchanging the order of integration and using $(\tan\phi-\tan\alpha)\cos\phi=\sin(\phi-\alpha)/\cos\alpha$ gives, with $\psi=\phi-\alpha$,

$$\int_0^\infty N\,dx=\frac{H}{\cos\alpha}\int_0\sin\psi\,[I(\psi-\alpha)-I(\psi+\alpha)]\,d\psi .$$

The upper limit, $\psi=90^\circ-\alpha$, is immaterial if $I$ is negligible beyond the angle $90^\circ-2\alpha$, that is, if practically no ion is reflected upward; this fails as $\alpha$ approaches $45^\circ$. In the second term replace $\psi$ by $-\psi$ and use the evenness of $I$. It becomes the missing part of the first term, from negative $\psi$. Then $\psi=\theta+\alpha$ gives

$$\int\sin(\theta+\alpha)I(\theta)\,d\theta=\sin\alpha ,$$

because the part odd in $\theta$ vanishes and the rest is the normalization. Under that condition the total excess is $H\tan\alpha$: all ions that fall on the horizontal projection of a perfect mirror end up on the floor. At $\alpha=2^\circ$ both sides are 17.46 nm.

**Q.** Now find the maximum.

**A.** Only the lower limit depends on $x$. From its definition, $d\phi_s/dx=\cos^2\phi_s/H$, so

$$\frac{dN}{dx}=-\frac{\cos^3\phi_s}{H}\big[R\,I(\phi_s-2\alpha)-I(\phi_s)\big].$$

The flux is stationary where the mirror image is just as bright as the hidden sky. Take a Gaussian intensity, $I\propto e^{-\theta^2/2\sigma^2}$, with $\sigma$ small enough that its cut-off at $90^\circ$ is immaterial. Taking the logarithm of $R\,I(\phi-2\alpha)=I(\phi)$,

$$\phi^2-(\phi-2\alpha)^2=2\sigma^2\ln\frac1R .$$

The left side is $4\alpha\phi-4\alpha^2$. Dividing by $4\alpha$, for $\alpha>0$, yields

$$\phi^*=\alpha+\frac{\sigma^2}{2\alpha}\ln\frac1R ,\qquad x^*=H(\tan\phi^*-\tan\alpha).$$

For small angles the tangents may be replaced by their arguments:

$$x^*\simeq\frac{H\sigma^2}{2\alpha}\ln\frac1R .$$

**Q.** A stationary point could be a minimum, or a maximum that is still below the unshadowed flux.

**A.** For $\alpha>0$, the ratio $R\,I(\phi-2\alpha)/I(\phi)$ equals $R\exp[2\alpha(\phi-\alpha)/\sigma^2]$ and rises with $\phi$. Below $\phi^*$ the bracket is negative, so $dN/dx>0$; above $\phi^*$ it is positive, so $dN/dx<0$. Thus $N$ rises up to $x^*$ and then falls. Far from an isolated wall $\phi_s\to90^\circ$ and $N\to0$. A function that falls toward zero beyond $x^*$ is positive at $x^*$. This needs $\phi^*<90^\circ$, and $x^*$ must also fit on the actual floor.

The displacement from the corner has a plain cause. Between $\alpha$ and $\phi^*$ the wall hides sky that is brighter than its mirror image. Moving away from the foot uncovers those directions first, and the flux rises. Beyond $x^*$ each further direction uncovered replaces a brighter reflection by darker sky. For $R=1$ the two are equal already at $\phi=\alpha$, and the maximum of $N$ sits at the corner.

**Q.** What happens for a vertical or an undercut wall?

**A.** At $\alpha=0$ the bracket is $(R-1)I(\phi)\le0$. The wall causes a depletion for $R<1$, while for $R=1$ the reflected ions repair the shadow completely.

For $\alpha<0$, write $\phi-2\alpha=\phi+2|\alpha|$. Every angle in the integral satisfies $\phi\ge-|\alpha|$, so $\phi+2|\alpha|$ is at least as large in magnitude as $\phi$. An intensity that decreases away from the vertical then gives $I(\phi-2\alpha)\le I(\phi)$, and again $N\le0$. In this model a flux excess requires $\alpha>0$.

**Q.** So any positive taper enriches the corner?

**A.** No. A positive maximum somewhere and a positive value at the corner are different conditions. At $x=0$ the lower limit is $\phi_s=\alpha$. For small angles set $\cos\phi\simeq1$ and let $\Phi$ be the cumulative distribution of the standard normal variable. Then

$$N(0)\simeq R\,\Phi\!\left(\frac{\alpha}{\sigma}\right)-\left[1-\Phi\!\left(\frac{\alpha}{\sigma}\right)\right].$$

The first term counts ions with $\theta>-\alpha$, which strike the wall; the second counts those with $\phi>\alpha$, which it shadows. The corner is enriched when

$$\Phi\!\left(\frac{\alpha}{\sigma}\right)>\frac1{1+R}.$$

Below this threshold the flux maximum is detached: a depleted strip lies between it and the corner. Above it the enriched zone reaches the corner, although for $R<1$ the maximum of the one-wall change $N$ still lies at $x^*$.

**Q.** Put numbers in.

**A.** Keep $H=500$ nm and $w=250$ nm, and choose the model values $\sigma=3^\circ$ and $R=0.6$. For $\alpha=2^\circ$, working in degrees,

$$\phi^*=2^\circ+\frac{(3^\circ)^2\ln(1/0.6)}{2\times2^\circ}=3.149^\circ .$$

The difference of tangents, multiplied by 500 nm, gives $x^*=10.05$ nm, or about 190 bohr. The small-angle formula gives 10.03 nm. Here $N(x^*)=0.219$, so the flux is about 22% above that on an open surface, while at the corner it is 19% above. At 40 nm the excess has fallen to 10%, and at 60 nm to 3%.

The corner threshold is $\Phi(\alpha/\sigma)=1/1.6=0.625$, or $\alpha=0.956^\circ$; the full integral gives $0.958^\circ$. Tapers on either side of it compare as follows.

| $\alpha$ | $x^*$ (nm) | $N(x^*)$ | $N(0)$ |
|---|---|---|---|
| $0.5^\circ$ | 40.2 | 0.007 | −0.094 |
| $1^\circ$ | 20.1 | 0.063 | 0.009 |
| $2^\circ$ | 10.1 | 0.219 | 0.195 |
| $4^\circ$ | 5.0 | 0.455 | 0.449 |

At $0.5^\circ$ the depletion extends to 26 nm, and the excess at the maximum beyond it is less than 1% of the open-surface flux. It exists in the model but would hardly mark a floor. Over the range of the table, a steeper wall moves the maximum outward and also weakens it.

**Q.** As $\alpha\to0$ your formula sends the maximum to infinity. Where do you stop?

**A.** One geometric limit is to require $x^*\le w/2$, so that the maximum belonging to each wall stays in its own half of the floor. This gives $\alpha\ge0.164^\circ$ here. At that limit, however, $N(x^*)$ is only about $2\times10^{-8}$. The height of the maximum, rather than its position, sets the useful lower limit.

At the other end, for $\alpha\gg\sigma$ and $90^\circ-2\alpha\gg\sigma$, nearly all ions arriving above the sloping wall strike it, and directions near $\phi=\alpha$ carry little flux. The profile due to one wall approaches the band of height $R\cos2\alpha$ and width $Hg$. Its top is almost flat, so the exact $x^*$ loses practical meaning. At $4^\circ$ the corner value is already within about 1.4% of the maximum excess, although that maximum, 0.455, is still well below the band height $R\cos8^\circ=0.594$.

**Q.** You have left out the opposite wall and repeated reflections.

**A.** The formula does omit them, apart from adding the two separate wall terms. A ray trace with both walls and repeated reflections tested this for tapers of $-1^\circ$, $0^\circ$, $0.5^\circ$, $2^\circ$ and $4^\circ$. The largest difference in floor flux, averaged over strips 5 nm wide, was 0.0003 of the open-surface flux. That supports the formula for this trench and this narrow beam. It does not extend it to deep, narrow trenches or large tapers, where reflected ions reach the opposite wall.

**Q.** How much depends on the Gaussian?

**A.** The balance $R\,I(\phi-2\alpha)=I(\phi)$ does not depend on it, but its solution does. Consider $I\propto e^{-|\theta|/s}$, with $s$ a small angle. For $\phi\ge2\alpha$ the ratio of reflected to hidden intensity is constant, $R\,e^{2\alpha/s}$. For $\alpha<\phi<2\alpha$ it is $R\,e^{2(\phi-\alpha)/s}$, which is smaller. If

$$\alpha<\frac s2\ln\frac1R ,$$

the ratio stays below one at every angle and there is no excess anywhere, even though the wall is tapered. Above this threshold the ratio reaches one at $\phi^*=\alpha+(s/2)\ln(1/R)$, so that $x^*\simeq(Hs/2)\ln(1/R)$, independent of $\alpha$ at small angles. For the Gaussian beam, one wall produces a maximum at any positive taper for which $\phi^*<90^\circ$, and at small angles $x^*\propto1/\alpha$. Neither result holds for every beam shape.

**Q.** And if a reflected ion etches differently from a direct one?

**A.** Suppose it removes $Y$ times as much material, with $Y$ constant. In the etch rate, $R$ is then replaced by $\rho=RY$ for singly reflected ions. For $\rho<1$ the Gaussian results for one wall carry over. For $\rho\ge1$ and $\alpha>0$ the bracket is positive for all $\phi>\alpha$, so the contribution of one wall to the etch rate is highest at its own corner. On either side of $\rho=1$, the reflected bands of the two walls overlap when $Hg(\alpha)>w/2$, and the total can then be highest at mid-floor. For $\rho>1$ even a vertical wall gives an excess, since the bracket becomes $(\rho-1)I$. The exclusion of vertical walls thus rests on $\rho\le1$.

If the reflection probability depends on the grazing angle, which is $\theta+\alpha=\phi-\alpha$ for an ion moving in the cross-section, the balance becomes $R(\phi-\alpha)\,I(\phi-2\alpha)=I(\phi)$. The sign of the bracket on each side of a solution must be examined to find which are maxima.

This matters for real walls, because the balance found above for $\alpha=2^\circ$ lies at a grazing angle $u=\phi^*-\alpha$ of only $1.15^\circ$. Suppose that reflection becomes complete at grazing incidence, for example $R(u)=e^{-u/u_0}$. For the Gaussian beam the ratio of reflected to hidden intensity is then $\exp[u(2\alpha/\sigma^2-1/u_0)]$. If $u_0>\sigma^2/2\alpha$, it exceeds one for every $u>0$, and the maximum due to one wall sits at the corner. If $u_0<\sigma^2/2\alpha$, there is no excess at all. The displaced maximum at $x^*$ is thus a result for constant $R<1$, not a general prediction for the position of a microtrench. The numerical output below gives the values for the constant-$R$ model.

## Computed values

```
wall height H = 500 nm
floor width w = 250 nm
angular spread sigma = 3.0 deg
reflected fraction R = 0.60 (dimensionless)
Vertical ions, taper 2 deg:
  landing distance from h = 250 nm: 8.75 nm
  full band width: 17.50 nm
  relative excess in band: 0.5985
taper keeping band within 25 nm: 2.85 deg
taper reaching opposite corner: 20.61 deg
Spread beam, one-wall change N (dimensionless):
  taper 0.5 deg: x* = 40.24 nm, small-angle x* = 40.12 nm
    N(x*) = 0.0069, N(0) = -0.0942
  taper 1.0 deg: x* = 20.09 nm, small-angle x* = 20.06 nm
    N(x*) = 0.0634, N(0) = 0.0085
  taper 2.0 deg: x* = 10.05 nm, small-angle x* = 10.03 nm
    N(x*) = 0.2188, N(0) = 0.1947
  taper 4.0 deg: x* = 5.04 nm, small-angle x* = 5.02 nm
    N(x*) = 0.4547, N(0) = 0.4485
x* at taper 2 deg = 189.9 bohr
phi* at taper 2 deg = 3.149 deg
Net change N at taper 2 deg:
  x =  0 nm: N = 0.1947
  x = 10 nm: N = 0.2188
  x = 20 nm: N = 0.1994
  x = 40 nm: N = 0.1029
  x = 60 nm: N = 0.0306
corner enrichment threshold, full: 0.958 deg
corner threshold, small-angle: 0.956 deg
taper with x* at half-floor: 0.164 deg
N at that half-floor maximum: 2.37e-08
taper 0.5 deg, depletion ends at x = 26.48 nm
R = 1, taper 2 deg, integral of N = 17.460 nm
projected wall width H tan(alpha) = 17.460 nm
largest ray-tracing difference in flux = 0.00028
largest peak-position difference = 0.00000 nm
```
